# Neon 2p splitting: Gaunt and relaxation corrections to Dirac-Hartree-Fock: a numerical check

```python
"""
Neon fine structure in atomic Dirac-Hartree-Fock theory.

Result under test: eps(2p3/2)-eps(2p1/2) of Ne is about 0.0046 hartree.
It equals the frozen-orbital interval E(J=1/2)-E(J=3/2) of Ne+ 2p^5.
Both the Gaunt interaction and relaxation of the ion's orbitals reduce it.

Symbols: P, Q are large and small radial functions; DP = P' + kappa P/r;
q are shell occupations; N = 2j+1 are shell capacities; c is light speed.
Shell order: 1s, 2s, 2p1/2, 2p3/2. Hartree atomic units are used inside.
Common ion orbitals minimize the (2J+1)-weighted mean of the two J energies.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander
from scipy.constants import alpha, physical_constants
from scipy.special import eval_legendre
from sympy import Rational
from sympy.physics.wigner import wigner_3j
from pyscf import gto, scf

Z = 10
c = 1.0 / alpha
CM = physical_constants['hartree-inverse meter relationship'][0] / 100
KAPPA = [-1, -1, 1, -2]
N = np.array([2., 2., 2., 4.])
NEUTRAL = N.copy()
HOLE12 = np.array([2., 2., 1., 4.])
HOLE32 = np.array([2., 2., 2., 3.])

# Radial grid and Coulomb kernels, including both quadrature weights
n_node = 12
x, wx = leggauss(n_node)
edges = np.r_[0.0, np.geomspace(1e-4, 30.0, 26)]
leg = legvander(x, n_node)
integral = np.empty((n_node, n_node))
integral[:, 0] = x + 1
for ell in range(1, n_node):
    integral[:, ell] = (leg[:, ell+1] - leg[:, ell-1]) / (2*ell + 1)
project = (leg[:, :n_node] * (np.arange(n_node) + 0.5) * wx[:, None]).T
panel_cumulative = integral @ project
half = np.diff(edges) / 2
r = np.concatenate([a + h*(x+1) for a, h in zip(edges[:-1], half)])
w = np.concatenate([h*wx for h in half])
cumulative = np.zeros((len(r), len(r)))
for p, h in enumerate(half):
    s = slice(p*n_node, (p+1)*n_node)
    cumulative[s, :p*n_node] = w[:p*n_node]
    cumulative[s, s] = h * panel_cumulative
KERNEL = []
for k in range(5):
    ratio = r[None, :] / r[:, None]
    v = cumulative * ratio**k / r[:, None]
    v += (w[None, :] - cumulative) * ratio**(-k) / r[None, :]
    v *= w[:, None]
    KERNEL.append((v + v.T) / 2)

# Angular weights by explicit quadrature over spinors on the sphere
ct, wt = leggauss(8)
phi = 2*np.pi*np.arange(12)/12
st = np.sqrt(1 - ct**2)
nx = np.outer(st, np.cos(phi)).ravel()
ny = np.outer(st, np.sin(phi)).ravel()
nz = np.repeat(ct, 12)
w_ang = np.repeat(wt, 12) * 2*np.pi/12
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], dtype=complex)
sigma_r = np.einsum('ip,ist->pst', np.array([nx, ny, nz]), PAULI)
s12 = np.zeros((2, len(nx), 2), dtype=complex)
s12[0, :, 0] = s12[1, :, 1] = 1/np.sqrt(4*np.pi)
y0 = np.sqrt(3/(4*np.pi))*nz
yp = -np.sqrt(3/(8*np.pi))*(nx + 1j*ny)
ym = np.sqrt(3/(8*np.pi))*(nx - 1j*ny)
p32 = np.zeros((4, len(nx), 2), dtype=complex)
p32[0, :, 0] = yp
p32[1, :, 0], p32[1, :, 1] = np.sqrt(2/3)*y0, np.sqrt(1/3)*yp
p32[2, :, 0], p32[2, :, 1] = np.sqrt(1/3)*ym, np.sqrt(2/3)*y0
p32[3, :, 1] = ym
SPINOR = {-1: s12, 1: -np.einsum('pst,mpt->mps', sigma_r, s12),
          -2: p32, 2: -np.einsum('pst,mpt->mps', sigma_r, p32)}
cos_angle = np.outer(nx, nx) + np.outer(ny, ny) + np.outer(nz, nz)
LEGENDRE = [eval_legendre(k, cos_angle) for k in range(5)]


def transition(ka, kb, operators):
    t = np.einsum('mps,ist,npt->mnip', SPINOR[ka].conj(), operators,
                  SPINOR[kb], optimize=True)
    return t.reshape(-1, len(nx)) * w_ang


def angular_sum(t1, t2, k):
    return float(np.sum((t1 @ LEGENDRE[k]) * t2.conj()).real)


COULOMB, GAUNT = {}, {}
for ka in (-1, 1, -2):
    for kb in (-1, 1, -2):
        dens = transition(ka, kb, np.eye(2)[None])
        t1 = transition(ka, -kb, PAULI)
        t2 = transition(-ka, kb, PAULI)
        COULOMB[ka, kb], GAUNT[ka, kb] = [], []
        for k in range(5):
            weight = angular_sum(dens, dens, k)
            la, lb = (0 if q == -1 else 1 for q in (ka, kb))
            expected = 0.0
            if (la + lb + k) % 2 == 0:
                ja, jb = Rational(2*abs(ka)-1, 2), Rational(2*abs(kb)-1, 2)
                half_m = Rational(1, 2)
                three_j = float(wigner_3j(ja, k, jb, half_m, 0, -half_m))
                expected = 4*abs(ka)*abs(kb)*three_j**2
            assert abs(weight - expected) < 1e-10
            if weight > 1e-10:
                COULOMB[ka, kb].append((k, weight))
            g = (angular_sum(t1, t1, k), angular_sum(t1, t2, k),
                 angular_sum(t2, t2, k))
            if max(map(abs, g)) > 1e-10:
                GAUNT[ka, kb].append((k, g))


def orthonormalizer(functions):
    norm = np.sqrt(w @ functions**2)
    u = functions / norm
    val, vec = np.linalg.eigh(u.T @ (w[:, None]*u))
    return vec / np.sqrt(val) / norm[:, None]


def make_basis(s_exp, p_exp, nonrel=False):
    """Orthonormal kinetically balanced functions and one-body matrices."""
    basis = {}
    for kap, ell, exps in ((-1, 0, s_exp), (1, 1, p_exp), (-2, 1, p_exp)):
        rr = r[:, None]
        gauss = np.exp(-rr**2 * exps)
        g = rr**(ell+1) * gauss
        dg = ((ell+1+kap)*rr**ell - 2*exps*rr**(ell+2)) * gauss
        tr = orthonormalizer(g)
        f = np.zeros((len(r), 0)) if nonrel else dg @ orthonormalizer(dg)
        g, dg = g @ tr, dg @ tr
        wv = (-Z*w/r)[:, None]
        ll = g.T @ (wv*g)
        if nonrel:
            h = ll + dg.T @ (w[:, None]*dg)/2
        else:
            sl = c * f.T @ (w[:, None]*dg)
            ss = f.T @ (wv*f) - 2*c*c*np.eye(f.shape[1])
            h = np.block([[ll, sl.T], [sl, ss]])
        basis[kap] = (g, f, dg, h)
    return basis


def pair_weights(q):
    pairs = np.outer(q/N, q/N)
    np.fill_diagonal(pairs, q*(q-1)/(N*(N-1)))
    return pairs


def energy(orbs, q, gaunt=False, nonrel=False):
    """Total energy evaluated from radial functions on the grid."""
    pairs = pair_weights(q)
    total = 0.0
    for a, (pa, qa, da) in enumerate(orbs):
        one = -Z*np.sum(w*(pa**2 + qa**2)/r)
        if nonrel:
            one += np.sum(w*da**2)/2
        else:
            one += np.sum(w*(2*c*qa*da - 2*c*c*qa**2))
        total += q[a]*one
        for b, (pb, qb, _) in enumerate(orbs):
            v = N[a]*N[b]*((pa**2+qa**2) @ KERNEL[0] @ (pb**2+qb**2))
            d = pa*pb + qa*qb
            for k, weight in COULOMB[KAPPA[a], KAPPA[b]]:
                v -= weight * (d @ KERNEL[k] @ d)
            if gaunt:
                u, t = pa*qb, qa*pb
                for k, (g11, g12, g22) in GAUNT[KAPPA[a], KAPPA[b]]:
                    ku, kt = KERNEL[k] @ u, KERNEL[k] @ t
                    v += g11*(u@ku) - 2*g12*(u@kt) + g22*(t@kt)
            total += pairs[a, b]*v/2
    return total


def interval(orbs, gaunt=False, nonrel=False):
    return (energy(orbs, HOLE12, gaunt, nonrel)
            - energy(orbs, HOLE32, gaunt, nonrel))


def fock_matrices(basis, orbs, q, pairs, gaunt):
    result = {}
    for a in (0, 2, 3):
        kap = KAPPA[a]
        g, f, _, h = basis[kap]
        nl = g.shape[1]
        matrix = h.copy()
        for b, (pb, qb, _) in enumerate(orbs):
            factor = pairs[a, b] / (q[a]/N[a])
            if factor == 0:
                continue
            pot = factor*N[b]*(KERNEL[0] @ (pb**2 + qb**2))
            matrix[:nl, :nl] += g.T @ (pot[:, None]*g)
            matrix[nl:, nl:] += f.T @ (pot[:, None]*f)
            u = np.hstack([g*pb[:, None], f*qb[:, None]])
            for k, weight in COULOMB[kap, KAPPA[b]]:
                matrix -= factor*weight/N[a] * (u.T @ (KERNEL[k] @ u))
            if gaunt:
                u = np.hstack([g*qb[:, None], f*pb[:, None]])
                for k, (g11, g12, g22) in GAUNT[kap, KAPPA[b]]:
                    m = u.T @ (KERNEL[k] @ u)
                    m[:nl, :nl] *= g11
                    m[:nl, nl:] *= -g12
                    m[nl:, :nl] *= -g12
                    m[nl:, nl:] *= g22
                    matrix += factor/N[a]*m
        result[kap] = (matrix + matrix.T)/2
    return result


def diagonalize(basis, fock):
    eps, orbs, density = [], [], {}
    for kap, count in ((-1, 2), (1, 1), (-2, 1)):
        g, f, dg, _ = basis[kap]
        val, vec = np.linalg.eigh(fock[kap])
        start, nl = f.shape[1], g.shape[1]
        coeff = vec[:, start:start+count]
        density[kap] = coeff @ coeff.T
        for i in range(count):
            eps.append(val[start+i])
            orbs.append((g@coeff[:nl, i], f@coeff[nl:, i],
                         dg@coeff[:nl, i]))
    return np.array(eps), orbs, density


def solve(basis, q=NEUTRAL, pairs=None, gaunt=False, guess=None):
    """Self-consistent solution with error-vector extrapolation."""
    pairs = pair_weights(q) if pairs is None else pairs
    density = None
    if guess is None:
        model = {}
        screen = (w*(Z-1)*(1-np.exp(-3*r))/r)[:, None]
        for kap, (g, f, _, h) in basis.items():
            nl = g.shape[1]
            model[kap] = h.copy()
            model[kap][:nl, :nl] += g.T @ (screen*g)
            model[kap][nl:, nl:] += f.T @ (screen*f)
        _, guess, density = diagonalize(basis, model)
    orbs = guess
    focks, errors = [], []
    for _ in range(60):
        fock = fock_matrices(basis, orbs, q, pairs, gaunt)
        use = fock
        if density is not None:
            err = np.concatenate([
                (fock[k]@density[k] - density[k]@fock[k]).ravel()
                for k in basis])
            if np.max(abs(err)) < 1e-7:
                eps, _, _ = diagonalize(basis, fock)
                return eps, orbs
            focks, errors = (focks+[fock])[-8:], (errors+[err])[-8:]
            m = len(errors)
            if m > 1:
                gram = np.array([[a@b for b in errors] for a in errors])
                system = -np.ones((m+1, m+1))
                system[:m, :m] = gram/np.max(np.diag(gram))
                system[m, m] = 0
                rhs = np.r_[np.zeros(m), -1.0]
                mix = np.linalg.lstsq(system, rhs, rcond=1e-14)[0][:m]
                use = {k: sum(a*v[k] for a, v in zip(mix, focks))
                       for k in basis}
        _, orbs, density = diagonalize(basis, use)
    raise AssertionError('self-consistent iteration did not converge')


def dress(orbs):
    """Add kinetic-balance small parts, then orthonormalize."""
    new = [np.array([p, d/(2*c), d]) for p, _, d in orbs]

    def dot(a, b):
        return np.sum(w*(a[0]*b[0] + a[1]*b[1]))

    new[0] /= np.sqrt(dot(new[0], new[0]))
    new[1] -= dot(new[0], new[1])*new[0]
    for i in (1, 2, 3):
        new[i] /= np.sqrt(dot(new[i], new[i]))
    return [tuple(o) for o in new]


# Main basis and bare-nucleus check
s_exp = 0.08*2.2**np.arange(20)
p_exp = 0.06*2.2**np.arange(17)
basis = make_basis(s_exp, p_exp)
bare, _, _ = diagonalize(basis, {k: v[3] for k, v in basis.items()})


def dirac_level(n, kap):
    gamma = np.sqrt(kap**2 - (Z*alpha)**2)
    return c*c*(1/np.sqrt(1+(Z*alpha/(n-abs(kap)+gamma))**2) - 1)


bare_split = bare[3] - bare[2]
assert abs(bare_split - dirac_level(2, -2) + dirac_level(2, 1)) < 5e-6

# Neutral atom and frozen-orbital ion
eps_c, orb_c = solve(basis)
eps_g, orb_g = solve(basis, gaunt=True, guess=orb_c)
e_c = energy(orb_c, NEUTRAL)
e_g = energy(orb_g, NEUTRAL, True)
for eps, orbs, e0, flag in ((eps_c, orb_c, e_c, False),
                            (eps_g, orb_g, e_g, True)):
    for shell, hole in ((2, HOLE12), (3, HOLE32)):
        assert abs(energy(orbs, hole, flag) - e0 + eps[shell]) < 2e-7
split_c, split_g = eps_c[3]-eps_c[2], eps_g[3]-eps_g[2]
assert abs(split_c - 0.0046) < 0.0001

# Common relaxed ion orbitals
q_ion = (HOLE12 + 2*HOLE32)/3
pairs_ion = (pair_weights(HOLE12) + 2*pair_weights(HOLE32))/3
_, ion_c = solve(basis, q_ion, pairs_ion, guess=orb_c)
_, ion_g = solve(basis, q_ion, pairs_ion, True, orb_g)
relaxed_c, relaxed_g = interval(ion_c), interval(ion_g, True)
assert split_g < split_c and relaxed_g < relaxed_c
assert relaxed_c < split_c and relaxed_g < split_g

# Separately optimized ion states
_, h12 = solve(basis, HOLE12, guess=ion_c)
_, h32 = solve(basis, HOLE32, guess=ion_c)
e12, e32 = energy(h12, HOLE12), energy(h32, HOLE32)
relax12 = energy(orb_c, HOLE12) - e12
relax32 = energy(orb_c, HOLE32) - e32
assert relax12 > 0 and relax32 > 0

# Nonrelativistic limit and common-radial-function analysis
nr = make_basis(s_exp, p_exp, True)
_, nr_atom = solve(nr)
_, nr_ion = solve(nr, q_ion, pairs_ion, guess=nr_atom)
assert abs(interval(nr_atom, nonrel=True)) < 1e-7
assert abs(interval(nr_ion, nonrel=True)) < 1e-7
_, nr12 = solve(nr, HOLE12, guess=nr_ion)
_, nr32 = solve(nr, HOLE32, guess=nr_ion)
offset = (energy(nr12, HOLE12, nonrel=True)
          - energy(nr32, HOLE32, nonrel=True))
common_atom = interval(dress(nr_atom))
common_ion = interval(dress(nr_ion))
cube_atom = np.sum(w*nr_atom[2][0]**2/r**3)
cube_ion = np.sum(w*nr_ion[2][0]**2/r**3)
assert cube_ion > cube_atom and common_ion > common_atom

# Basis convergence
fine = make_basis(0.07*2.0**np.arange(23), 0.05*2.0**np.arange(20))
eps_f, orb_f = solve(fine, guess=orb_c)
_, ion_f = solve(fine, q_ion, pairs_ion, guess=ion_c)
change_split = eps_f[3]-eps_f[2]-split_c
change_ion = interval(ion_f)-relaxed_c
assert abs(change_split) < 2e-6 and abs(change_ion) < 2e-6

# Independent four-component calculation in one small shared basis
small_s = 0.25*3.2**np.arange(8)
small_p = 0.20*3.2**np.arange(5)
small = make_basis(small_s, small_p)
shells = [[0, [float(a), 1.0]] for a in small_s]
shells += [[1, [float(a), 1.0]] for a in small_p]
mol = gto.M(atom='Ne 0 0 0', basis={'Ne': shells}, verbose=0)
dm, guess, largest_difference = None, orb_c, 0.0
for flag in (False, True):
    mf = scf.DHF(mol)
    mf.with_gaunt = flag
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-10, 1e-6, 25
    e_ref = mf.kernel(dm0=dm)
    dm = mf.make_rdm1()
    levels = np.sort(mf.mo_energy)[len(mf.mo_energy)//2:]
    ref = np.array([levels[0], levels[2], levels[4], levels[6]])
    own, guess = solve(small, gaunt=flag, guess=guess)
    assert abs(energy(guess, NEUTRAL, flag) - e_ref) < 2e-5
    difference = np.max(abs(own - ref))
    assert difference < 5e-6
    assert abs((own[3]-own[2]) - (ref[3]-ref[2])) < 2e-6
    largest_difference = max(largest_difference, difference)


def show(label, value, unit='cm^-1', digits=1):
    print(f'{label}: {value:.{digits}f} {unit}')


quoted = 780.0
show('Speed of light c', c, 'a.u.', 6)
show('Conversion of one hartree', CM, 'cm^-1', 3)
print('Gaussians per s, p symmetry:', len(s_exp), len(p_exp))
show('Ne total energy, Coulomb', e_c, 'hartree', 5)
show('Ne total energy, Coulomb+Gaunt', e_g, 'hartree', 5)
for name, value in zip(('1s', '2s', '2p1/2', '2p3/2'), eps_c):
    show(f'Orbital energy {name}, Coulomb', value, 'hartree', 6)
show('Orbital energy 2p1/2, Coulomb+Gaunt', eps_g[2], 'hartree', 6)
show('Orbital energy 2p3/2, Coulomb+Gaunt', eps_g[3], 'hartree', 6)
show('Bare-nucleus 2p splitting', bare_split, 'hartree', 6)
show('Orbital splitting, Coulomb', split_c, 'hartree', 6)
show('Orbital splitting, Coulomb', split_c*CM)
show('Orbital splitting, Coulomb+Gaunt', split_g*CM)
show('Relaxed interval, Coulomb', relaxed_c*CM)
show('Relaxed interval, Coulomb+Gaunt', relaxed_g, 'hartree', 6)
show('Relaxed interval, Coulomb+Gaunt', relaxed_g*CM)
show('Gaunt shift, frozen orbitals', (split_g-split_c)*CM)
show('Gaunt shift, relaxed ion', (relaxed_g-relaxed_c)*CM)
show('Relaxation shift, Coulomb', (relaxed_c-split_c)*CM)
show('Relaxation shift, Coulomb+Gaunt', (relaxed_g-split_g)*CM)
show('Total shift', (relaxed_g-split_c)*CM)
show('Quoted ionic interval (input)', quoted, digits=0)
show('Orbital splitting minus quoted', split_c*CM-quoted)
show('Final interval minus quoted', relaxed_g*CM-quoted)
show('Relaxation energy, J=1/2', relax12, 'hartree', 6)
show('Relaxation energy, J=3/2', relax32, 'hartree', 6)
show('Separately optimized interval, Coulomb', (e12-e32)*CM)
show('Its nonrelativistic offset', offset*CM)
show('Separate interval minus offset', (e12-e32-offset)*CM)
show('Common-radial interval, neutral orbitals', common_atom*CM)
show('Common-radial interval, ion orbitals', common_ion*CM)
show('Radial-difference effect, neutral', (split_c-common_atom)*CM)
show('Radial-difference effect, ion', (relaxed_c-common_ion)*CM)
show('Nonrelativistic 2p <r^-3>, neutral', cube_atom, 'bohr^-3', 3)
show('Nonrelativistic 2p <r^-3>, ion', cube_ion, 'bohr^-3', 3)
show('Basis change of orbital splitting', change_split*CM, digits=3)
show('Basis change of relaxed interval', change_ion*CM, digits=3)
print(f'Largest orbital difference between programs: '
      f'{largest_difference:.1e} hartree')
print('ALL CHECKS PASSED')
```

It prints:

```
Speed of light c: 137.035999 a.u.
Conversion of one hartree: 219474.631 cm^-1
Gaussians per s, p symmetry: 20 17
Ne total energy, Coulomb: -128.69190 hartree
Ne total energy, Coulomb+Gaunt: -128.67436 hartree
Orbital energy 1s, Coulomb: -32.817445 hartree
Orbital energy 2s, Coulomb: -1.935845 hartree
Orbital energy 2p1/2, Coulomb: -0.852830 hartree
Orbital energy 2p3/2, Coulomb: -0.848268 hartree
Orbital energy 2p1/2, Coulomb+Gaunt: -0.852391 hartree
Orbital energy 2p3/2, Coulomb+Gaunt: -0.848197 hartree
Bare-nucleus 2p splitting: 0.016697 hartree
Orbital splitting, Coulomb: 0.004563 hartree
Orbital splitting, Coulomb: 1001.4 cm^-1
Orbital splitting, Coulomb+Gaunt: 920.5 cm^-1
Relaxed interval, Coulomb: 833.9 cm^-1
Relaxed interval, Coulomb+Gaunt: 0.003493 hartree
Relaxed interval, Coulomb+Gaunt: 766.6 cm^-1
Gaunt shift, frozen orbitals: -80.9 cm^-1
Gaunt shift, relaxed ion: -67.2 cm^-1
Relaxation shift, Coulomb: -167.5 cm^-1
Relaxation shift, Coulomb+Gaunt: -153.8 cm^-1
Total shift: -234.7 cm^-1
Quoted ionic interval (input): 780 cm^-1
Orbital splitting minus quoted: 221.4 cm^-1
Final interval minus quoted: -13.4 cm^-1
Relaxation energy, J=1/2: 0.121847 hartree
Relaxation energy, J=3/2: 0.120997 hartree
Separately optimized interval, Coulomb: 814.8 cm^-1
Its nonrelativistic offset: -18.6 cm^-1
Separate interval minus offset: 833.3 cm^-1
Common-radial interval, neutral orbitals: 738.3 cm^-1
Common-radial interval, ion orbitals: 843.7 cm^-1
Radial-difference effect, neutral: 263.1 cm^-1
Radial-difference effect, ion: -9.8 cm^-1
Nonrelativistic 2p <r^-3>, neutral: 10.906 bohr^-3
Nonrelativistic 2p <r^-3>, ion: 12.492 bohr^-3
Basis change of orbital splitting: 0.008 cm^-1
Basis change of relaxed interval: 0.002 cm^-1
Largest orbital difference between programs: 9.6e-08 hartree
ALL CHECKS PASSED
```
